# The transverse Born charge of a diatomic molecule from rotational invariance

## Problem

The static permittivity of a gate oxide depends in part on how much dipole moment appears when its ions are displaced. The quantity that measures this is the Born charge. For atom \(A\) it is the tensor

\[
Z_{A,ij}=\frac{1}{e}\,\frac{\partial p_i}{\partial u_{A,j}},
\]

where \(\mathbf p\) is the dipole moment, \(\mathbf u_A\) is the displacement of the nucleus of \(A\) with the other nuclei held fixed, and \(e>0\) is the elementary charge. The electrons follow the displacement in their ground state, and no electric field is applied. A diatomic molecule is the simplest system in which this tensor can be studied.

Consider an isolated, neutral diatomic molecule in a non-degenerate electronic ground state. Here "transverse" means perpendicular to the bond. In crystal physics the phrase "transverse charge" can also denote the whole Born charge, which is not the meaning used here.

(a) Use translational and rotational invariance to express the transverse Born charge of each atom through the dipole moment and the bond length.

(b) Find the full tensor. Which part of it does symmetry leave undetermined?

(c) For hydrogen fluoride, take as input a dipole moment of 1.826 debye and a bond length of 0.917 angstrom. Evaluate the transverse Born charges of H and F.

(d) How must the argument be changed for a molecular ion?

(e) A measured dipole moment normally belongs to the vibrating molecule, whereas 0.917 angstrom is close to the bond length at the energy minimum. How much does this mismatch matter?

## Solution

### (a) A sideways displacement is a rotation

Let the bond vector run from F to H, or from atom \(B\) to atom \(A\) in general:

\[
\mathbf R=\mathbf r_A-\mathbf r_B,\qquad R=|\mathbf R|,\qquad \mathbf n=\mathbf R/R .
\]

The dipole moment points from negative to positive charge. For a neutral molecule it does not depend on the choice of origin, because moving the origin by \(\mathbf a\) changes \(\mathbf p\) by \(-Q\mathbf a\), and the total charge \(Q\) is zero. Moving the whole molecule therefore leaves \(\mathbf p\) unchanged, so \(\mathbf p\) is a function of \(\mathbf R\) alone. If both nuclei move by the same \(\mathbf u\), the change of dipole is zero:

\[
0=e\sum_j\left(Z_{A,ij}+Z_{B,ij}\right)u_j .
\]

Since \(\mathbf u\) is arbitrary, \(Z_{B,ij}=-Z_{A,ij}\).

Next, rotate the nuclei by a rotation \(O\). Space has no preferred direction when no field is applied, and the ground state is unique, so the electron cloud turns with the nuclei:

\[
\mathbf p(O\mathbf R)=O\,\mathbf p(\mathbf R).
\]

Choose first a rotation about the bond. It leaves \(\mathbf R\) unchanged, so it must also leave \(\mathbf p\) unchanged. A component of \(\mathbf p\) perpendicular to the bond would be turned by such a rotation, and so it must vanish. Hence

\[
\mathbf p=p(R)\,\mathbf n ,
\]

where \(p(R)\) is positive if atom \(A\) is the positive end.

Now hold \(B\) fixed and move \(A\) by a small \(\mathbf u\) perpendicular to the bond. The new length is

\[
\sqrt{R^2+u^2}=R+\frac{u^2}{2R}+\dots ,
\]

so the length does not change to first order. To this order the displacement is a rotation of the molecule about \(B\) through the angle \(u/R\). The dipole turns through the same angle, and its tip moves by

\[
\delta\mathbf p=p(R)\,\frac{\mathbf u}{R}.
\]

Dividing by \(eu\) gives the transverse charges:

\[
\boxed{Z_{A,\perp}=\frac{p(R)}{eR},\qquad Z_{B,\perp}=-\frac{p(R)}{eR}}
\]

The same result follows from the torque in a weak uniform field \(\mathbf E\) perpendicular to the bond. To first order the energy of the molecule in the field is \(-\mathbf p\cdot\mathbf E\), so the additional force on nucleus \(A\) along the field is \(eZ_{A,\perp}E\). The force on \(B\) is opposite. This couple has arm \(R\) and torque \(eZ_{A,\perp}ER\). It must equal the torque \(pE\) on the dipole, which again gives \(Z_{A,\perp}=p/(eR)\).

Two limits are useful. If the nuclei are identical, exchanging them gives \(\mathbf p(-\mathbf R)=\mathbf p(\mathbf R)\), whereas a half-turn gives \(\mathbf p(-\mathbf R)=-\mathbf p(\mathbf R)\). The dipole and both Born charges then vanish. If a polar molecule is pulled apart into neutral atoms, \(p\) tends to zero while \(R\) grows, so the transverse charge also tends to zero. Restricted Hartree-Fock, the method of the tests below, does not describe this limit: for LiH in the 6-31G basis at 5 angstrom, full configuration interaction gives \(p/(eR)=0.007\), while restricted Hartree-Fock gives 0.52.

### (b) The full tensor

Moving \(A\) with \(B\) fixed changes \(\mathbf R\) by the same displacement, so \(eZ_{A,ij}=\partial p_i/\partial R_j\). The derivatives needed are

\[
\frac{\partial R}{\partial R_j}=\frac{R_j}{R}=n_j,
\]

\[
\frac{\partial n_i}{\partial R_j}
=\frac{\delta_{ij}}{R}-\frac{R_i}{R^2}\,n_j
=\frac{\delta_{ij}-n_in_j}{R}.
\]

Applying the product rule to \(p_i=p(R)n_i\) gives

\[
eZ_{A,ij}=\frac{p}{R}\left(\delta_{ij}-n_in_j\right)+\frac{dp}{dR}\,n_in_j .
\]

The first term acts on displacements perpendicular to the bond and reproduces part (a). The second acts on displacements along the bond and gives the axial charge

\[
Z_{A,\parallel}=\frac{1}{e}\frac{dp}{dR}.
\]

A stretch is not a rotation, so symmetry does not fix this number. To compare the two charges, define \(q(R)=p(R)/(eR)\), which is the transverse charge at length \(R\). Then \(p=eqR\), and

\[
Z_{A,\parallel}=\frac{1}{e}\frac{d(eqR)}{dR}=q+R\frac{dq}{dR}
=Z_{A,\perp}+R\frac{dq}{dR}.
\]

Rigid ions carrying fixed charges \(\pm qe\) have \(dq/dR=0\), and both Born charges equal \(q\). In a real molecule charge is redistributed as the bond stretches, and the two can differ.

A Hartree-Fock calculation in the aug-cc-pVDZ basis tests the tensor. This level omits electron correlation and uses a finite basis. Its dipole of 1.931 debye, computed with the nuclei fixed at 0.917 angstrom, differs from the given value by about 6 percent of the latter. The identity should nevertheless hold within the calculation, because a basis made of complete atomic shells turns with the molecule. The dipole divided by the bond length is \(0.43844\,e\). Numerical differentiation of the dipole for sideways displacements of H gives \(0.43844\,e\) in both perpendicular directions, and for F it gives \(-0.43844\,e\). For a tilted molecule, the largest deviation of any tensor element of H from the formula is \(2.3\times10^{-6}\,e\).

The axial charge of H in the same calculation is \(0.405\,e\), smaller than the transverse one. By the relation above, \(R\,dq/dR=0.4048-0.4384\approx-0.034\) (in units of \(e\), like the charges), so \(q\) falls as the bond is stretched at this length. These two numbers depend on the level of theory. Hartree-Fock in the larger aug-cc-pVTZ basis gives \(0.406\,e\) and \(-0.031\). Adding electron correlation by second-order perturbation theory (MP2, frozen core, aug-cc-pVTZ) gives an axial charge of about \(0.34\,e\) and \(R\,dq/dR\approx-0.07\). The sign is the same, but the gap between the two charges is about twice as large.

This difference also controls the error of the linear formula for a finite sideways displacement. The exact ratio \(p_x/(eu)\) is \(q\) evaluated at the new length, so its relative change is, to leading order,

\[
\frac{1}{q}\frac{dq}{dR}\frac{u^2}{2R}
=\frac{Z_{A,\parallel}-Z_{A,\perp}}{Z_{A,\perp}}\,\frac{u^2}{2R^2}.
\]

For \(u=0.10\) angstrom this gives about \(-0.05\) percent. The direct calculation gives \(-0.044\) percent.

### (c) Hydrogen fluoride

One debye is \(0.208194\,e\) angstrom. The given dipole is therefore

\[
p=1.826\times0.208194\,e\,\text{Å}=0.3802\,e\,\text{Å},
\]

and the transverse charge of hydrogen is

\[
Z_{\mathrm H,\perp}=\frac{0.3802}{0.917}=0.4146\approx0.41 .
\]

For fluorine \(Z_{\mathrm F,\perp}\approx-0.41\). The two given magnitudes do not determine which atom is positive. The sign comes from the Hartree-Fock calculation, in which the dipole points from F to H.

The value 0.41 does not mean that a countable charge of \(0.41\,e\) sits on the hydrogen atom. It states how much dipole appears per unit of sideways displacement, including the motion of the electrons.

### (d) A molecular ion

If the total charge \(Q\) is not zero, the dipole depends on the origin, and "dipole over bond length" has no meaning until an origin is named. The rotation in part (a) was about the fixed atom \(B\), which suggests measuring the dipole from there. Call it \(\mathbf p^{(B)}=p^{(B)}\mathbf n\). The dipole about a laboratory origin is

\[
\mathbf p=\mathbf p^{(B)}+Q\,\mathbf r_B .
\]

When \(A\) moves, \(\mathbf r_B\) is constant, so \(\delta\mathbf p=\delta\mathbf p^{(B)}=p^{(B)}\mathbf u/R\) and

\[
Z_{A,\perp}=\frac{p^{(B)}}{eR}.
\]

Moving both atoms by \(\mathbf u\) changes the laboratory dipole by \(Q\mathbf u\). The sum rule therefore becomes

\[
Z_{A,\perp}+Z_{B,\perp}=\frac{Q}{e}.
\]

The hydroxide ion, with \(Q=-e\) and a chosen bond length of 0.97 angstrom, provides a test at the same Hartree-Fock level. The dipole measured from O, divided by the bond length, is \(0.2172\,e\). Displacing H sideways gives \(0.2172\,e\), displacing O gives \(-1.2172\,e\), and the sum is \(-1.0000\,e\). The value \(0.2172\,e\) belongs to this level of theory; MP2 in the same basis gives a quotient of \(0.190\,e\). Had the dipole been measured from the midpoint of the bond, it would have changed by \(-QR/2=+eR/2\), and the quotient would have been \(0.717\,e\), which is the Born charge of neither atom.

### (e) Zero-point vibration

The vibrating molecule samples a range of bond lengths. On the Hartree-Fock energy curve of hydrogen fluoride, the minimum lies at 0.9002 angstrom, and the mean length in the lowest non-rotating vibrational state is 0.9150 angstrom. The dipole is 1.8986 debye at the minimum, and its vibrational mean is 1.9294 debye. Of this rise of 0.0308 debye, 0.0285 debye comes from the mean stretch and 0.0023 debye from the curvature of \(p(R)\). These digits are not converged values for the molecule: the minimum moves to 0.899 angstrom in aug-cc-pVTZ and to 0.922 angstrom with MP2 in that basis, where the curvature part falls to 0.0012 debye.

Dividing a mean dipole by the length at the minimum thus overestimates the charge at the minimum by the factor

\[
\frac{1.9294}{1.8986}=1.0162 .
\]

If the given data are of this mixed kind, and if the Hartree-Fock ratio is used for them, the charge at the minimum is

\[
Z_{\mathrm H,\perp}\approx\frac{0.4146}{1.0162}\approx0.408 .
\]

The correction is 1.6 percent at this level. The ratio becomes 1.0158 in aug-cc-pVTZ and 1.0147 with MP2 in that basis, so the correction is 1.5 to 1.6 percent and the charge 0.408 to 0.409 over these levels. The two-figure result stays at 0.41. For this molecule, nearly all of the correction comes from combining a mean dipole with the length at the minimum: in the same calculation \(p/(eR)\) is 0.4391 at the minimum, and its vibrational mean is 0.4392. With MP2 the mean lies 0.13 to 0.15 percent below the value at the minimum, which is still small beside the correction.

### What does not carry over to a gate oxide

In an oxide film, an ion has several neighbours. Moving it sideways to one bond in general changes its position relative to the other atoms, so the displacement is not a rotation of the whole system. Water already shows the effect. Split its dipole into two equal bond dipoles; at the Hartree-Fock level in cc-pVDZ (0.958 angstrom, 104.5 degrees) the bond dipole over the bond length is \(0.365\,e\). Moving one H out of the molecular plane is, to first order, still a rotation about the other O-H bond and gives \(0.365\,e\), but moving it sideways within the plane changes the bond angle and gives \(0.287\,e\). The definition of the Born charge carries over to a crystal if the change of dipole is read as the change of polarization times the cell volume, for a displaced sublattice at zero macroscopic field, but the formula \(p/(eR)\) cannot be applied bond by bond, and the value for hydrogen fluoride gives no estimate for an oxide.

The response to a field differs as well. An ion with Born charge \(Z\) along the field, held by a spring constant \(k\), moves by \(eZE/k\) and contributes a dipole \((eZ)^2E/k\). In the free molecule at its energy minimum, a sideways displacement meets no such linear restoring force, since the energy depends on \(R\) alone. A static field then exerts a torque on the molecule, and the alignment it produces is limited by the rotational motion: for a rigid rotor of reduced mass \(\mu\) in its lowest state and a weak field, the mean cosine of the angle between dipole and field is \(pE/(3B)\) with \(B=\hbar^2/(2\mu R^2)\), about 0.05 for hydrogen fluoride at 0.1 MV/cm. In a solid the surrounding lattice supplies the restoring force.

The values from the given data and from the Hartree-Fock calculations in aug-cc-pVDZ are collected in the numerical output.

## Table of computed values

```
EXAMPLE FROM THE GIVEN VALUES
given dipole: 1.826 debye
given bond length: 0.917 angstrom
one debye: 0.208194 e angstrom
dipole converted: 0.3802 e angstrom
transverse Born charge of H: 0.4146 e
transverse Born charge of F: -0.4146 e
HARTREE-FOCK TEST, aug-cc-pVDZ, at the given bond length
dipole, F to H positive: 1.931 debye
dipole over bond length: 0.43844 e
H charge, first transverse direction: 0.43844 e
H charge, second transverse direction: 0.43844 e
F charge, first transverse direction: -0.43844 e
H charge along the bond: 0.40477 e
dipole slope from aligned stretch: 0.40476 e
largest tensor error: 2.3e-06 e
largest element of Z_H + Z_F: 8.0e-13 e
sideways displacement tried: 0.10 angstrom
change of p_x/u at that size: -0.044 percent
HYDROXIDE ION, same level, dipole measured from O
bond length chosen: 0.97 angstrom
dipole over bond length: 0.21718 e
transverse charge of H: 0.21717 e
transverse charge of O: -1.21717 e
sum of the two: -1.00000 e
ZERO-POINT MOTION OF HYDROGEN FLUORIDE, same level
bond length at energy minimum: 0.9002 angstrom
mean bond length: 0.9150 angstrom
dipole at energy minimum: 1.8986 debye
mean dipole: 1.9294 debye
rise from mean stretch: 0.0285 debye
rise from curvature: 0.0023 debye
mean dipole / dipole at minimum: 1.0162
p/R at energy minimum: 0.4391 e
mean of p/R: 0.4392 e
example charge corrected to minimum: 0.4079 e
```
